# The guaranteed gap of the Weaire–Thorpe model in any fourfold network, part 2

Consider a network of $N$ sites, each with four bonds and four orthonormal orbitals $|i,a\rangle$, one along each bond. Every orbital $o$ has exactly one bond partner $o'$ on a neighbouring site. The real coupling $V_1$ acts between different orbitals of a site and $V_2$ between bond partners. The energy of a single orbital is zero, and energies $E$ are in eV. The Hamiltonian is

$$H=V_1\sum_i\sum_{a\neq b}|i,a\rangle\langle i,b|+V_2\sum_{o}|o'\rangle\langle o| , \tag{2}$$

The claim, for $|V_2|>2|V_1|$, is

$$\text{no spectrum for } |E-V_1|<w,\qquad w=|V_2|-2|V_1|>0, \tag{1}$$

with $2N$ of the $4N$ levels on each side of $V_1$. With two spin directions, four electrons per site fill the lower $2N$ levels (half filling).

The first derivation used the projector $P$ on the normalized symmetric states of the sites and two reflections, $R=2P-1$ and the swap $S$ of bond partners:

$$H-V_1=2V_1R+V_2S . \tag{3}$$

The triangle inequality then gave, for any state $x$,

$$\|(H-V_1)x\|\ge w\,\|x\| ,\qquad w=|V_2|-2|V_1| . \tag{5}$$

The example has $V_1=-1.8$ eV and $V_2=-4.5$ eV, so $w=0.9$ eV and the guaranteed gap is $2w=1.8$ eV. Two variations of its 150-site random network were also computed. In one, bond lengths varied by up to 3 % and the coupling fell as the inverse square of the length. In the other, with equal bonds, cutting one bond left two levels in the gap, at $-0.06$ and $0.05$ eV.

The second derivation, which follows, does not use (5). It takes a finite network with equal bonds and both couplings nonzero, and solves for the energies.

**Elimination of the orbitals.** Let $x_o$ be the amplitude on orbital $o$ of an eigenvector with energy $E$, and let $u_i$ be the sum of the four amplitudes on site $i$. Orbital $o$ on site $i$ is coupled by $V_1$ to the other three orbitals there, whose amplitudes sum to $u_i-x_o$. Its equation is $Ex_o=V_1(u_i-x_o)+V_2x_{o'}$. With $\varepsilon=E+V_1$ this becomes

$$\varepsilon x_o=V_1u_i+V_2x_{o'} . \tag{9}$$

If the partner sits on site $j$, its equation is $\varepsilon x_{o'}=V_1u_j+V_2x_o$. Multiply (9) by $\varepsilon$ and insert this expression for $\varepsilon x_{o'}$:

$$(\varepsilon^2-V_2^2)\,x_o=V_1(\varepsilon u_i+V_2u_j) . \tag{10}$$

Now add (10) over the four orbitals of site $i$. The left side gives $u_i$. On the right the first term appears four times, and the second gives the sum of $u_j$ over the four neighbours. That sum is $(Au)_i$, where $A$ is the adjacency matrix, whose element $A_{ij}$ is the number of bonds between sites $i$ and $j$. Hence

$$(\varepsilon^2-4V_1\varepsilon-V_2^2)\,u=V_1V_2\,Au . \tag{11}$$

There are two cases. If $u$ vanishes on every site, (10) requires $\varepsilon^2=V_2^2$, because some $x_o$ is nonzero. Then

$$E=-V_1\pm V_2 . \tag{12}$$

If $u$ does not vanish, (11) says that it is an eigenvector of $A$. Call its eigenvalue $\gamma$. Then $\varepsilon^2-4V_1\varepsilon-V_2^2=V_1V_2\gamma$. Completing the square gives $(\varepsilon-2V_1)^2=4V_1^2+V_2^2+V_1V_2\gamma$, and since $\varepsilon-2V_1=E-V_1$,

$$E=V_1\pm\sqrt{4V_1^2+V_2^2+V_1V_2\gamma} . \tag{13}$$

**The gap.** The only property of the network still needed is the range of $\gamma$. Let $i$ be the site where $|u_i|$ is largest. Then $|\gamma||u_i|=|(Au)_i|\le4|u_i|$, because the right side adds four terms, none larger than $|u_i|$. So $-4\le\gamma\le4$, and the root in (13) is at least

$$\sqrt{4V_1^2+V_2^2-4|V_1V_2|}=\big||V_2|-2|V_1|\big| . \tag{14}$$

For the levels (12), $E-V_1=-2V_1\pm V_2$, whose magnitude is also at least $||V_2|-2|V_1||$. Every level therefore lies at least $w$ from $V_1$ when $|V_2|>2|V_1|$. This proves the claimed gap a second time, apart from the number of states on each side.

**How many levels of each kind.** So far every level must have one of the forms (12) and (13). Counting shows which of them occur. Let $n_+$ and $n_-$ be the numbers of independent eigenvectors of $A$ with $\gamma=4$ and $\gamma=-4$.

*Values with $|\gamma|<4$.* Given $u$ and either energy from (13), equation (10) defines the amplitudes, provided $\varepsilon^2\neq V_2^2$. By the quadratic equation, $\varepsilon^2-V_2^2=V_1(4\varepsilon+V_2\gamma)$. If this vanished, then $\varepsilon=\pm V_2$ and $\gamma=\mp4$, which is excluded. The amplitudes sum on each site to $V_1(4\varepsilon+V_2\gamma)u_i/(\varepsilon^2-V_2^2)=u_i$, as they should. They also satisfy (9), because in $\varepsilon x_o-V_2x_{o'}$ the terms in $u_j$ cancel and $V_1u_i$ remains. Each such $\gamma$ gives two levels, $2(N-n_+-n_-)$ in all.

*Values $\gamma=4\eta$ with $\eta=\pm1$.* The bound on $\gamma$ can be reached only if each neighbour of the site with the largest $|u_i|$ has $u_j=\eta u_i$. The same then holds for their neighbours, and so on through each connected part on which $u$ does not vanish. Put $x_o=u_i/4$ on all four orbitals of each site. The partner amplitude is $\eta x_o$, so $E=3V_1+\eta V_2$. This gives $n_++n_-$ levels.

*States with $u=0$.* For $E=-V_1+V_2$, equation (9) requires $x_{o'}=x_o$, so there is one free amplitude per bond, $2N$ in all, with the $N$ conditions that the four amplitudes at each site sum to zero. Let $M$ be the $N\times2N$ matrix of these conditions, with a 1 where a bond meets a site. In $MM^{\mathsf T}$ each diagonal element counts the four bonds of a site, and each off-diagonal element counts the bonds between two sites. So $MM^{\mathsf T}=4+A$. This matrix has $n_-$ zero eigenvalues, so $N-n_-$ conditions are independent and $2N-(N-n_-)=N+n_-$ states remain. For $E=-V_1-V_2$ the partners have opposite amplitudes. The matrix then has $+1$ at one end of a bond and $-1$ at the other, its product with its transpose is $4-A$, and $N+n_+$ states remain.

For a given energy, (11) fixes $\gamma$, so the states found have independent vectors $u$ or have $u=0$, and they are independent. Their total is

$$2(N-n_+-n_-)+(n_++n_-)+(N+n_-)+(N+n_+)=4N ,$$

so the list is complete. It can now be split at $V_1$. Take both couplings negative and $|V_2|>2|V_1|$. Below $V_1$ lie the lower roots of (13), the $n_+$ levels $3V_1+V_2$ and the $N+n_-$ levels $-V_1+V_2$. Their number is $(N-n_+-n_-)+n_++(N+n_-)=2N$. If instead $V_1<0<V_2$, the levels below are the lower roots, the $n_-$ levels $3V_1-V_2$ and the $N+n_+$ levels $-V_1-V_2$, again $2N$. Reversing both signs turns the spectrum upside down and leaves the equal division unchanged.

**The size of the gap in a given network.** When $V_1V_2>0$, the levels $-V_1+V_2$ sit at distance $w$ on one side of $V_1$. On the other side the nearest level belongs to the smallest eigenvalue $\gamma_{\min}$ of $A$. For $\gamma_{\min}=-4$ that level is $3V_1-V_2$, at distance $w$, which is also the value of the root. The half-filling gap is therefore

$$\Delta=w+\sqrt{4V_1^2+V_2^2+V_1V_2\gamma_{\min}}\ \ge\ 2w . \tag{15}$$

It equals $2w$ when $\gamma_{\min}=-4$. This requires $u_j=-u_i$ across every bond of some connected part, hence a part whose sites form two groups with bonds only between the groups. Such a network is called bipartite and has no odd rings; diamond is an example. When $V_1V_2<0$, the levels $-V_1-V_2$ lie at distance $w$ on one side, and the level $3V_1+V_2$ lies at distance $w$ on the other. The latter exists in every finite closed network, because equal $u_i$ on all sites give $\gamma=4$. The gap is then $2w$ for all of them.

For $V_1=-1.8$ eV and $V_2=-4.5$ eV, the constant part under the root is $4\times3.24+20.25=33.21$ eV², and $V_1V_2=8.1$ eV². Three closed networks were diagonalized directly from the definition of $H$:

- A periodic diamond cell of 128 sites has $\gamma_{\min}=-4$. The root is $\sqrt{33.21-32.4}=0.9$ eV and the gap is 1.8 eV, the guaranteed minimum.
- A random network of 150 sites, with bond partners drawn at random and no arrangement in space, so not a model of an amorphous solid, has $\gamma_{\min}=-3.42$. The root is 2.35 eV and the gap is $0.90+2.35=3.25$ eV.
- Five sites, each bonded to the other four, have $\gamma_{\min}=-1$. The root is $\sqrt{33.21-8.1}=5.01$ eV and the gap is 5.91 eV.

In each case the lower edge is at $-2.7$ eV and half the levels lie below $V_1$. The complete list of levels was tested on all three networks with all four choices of sign. It agreed with diagonalization to better than $10^{-13}$ eV. In a connected finite network with these couplings, any odd ring keeps $\gamma_{\min}$ above $-4$ and so makes the gap larger than $2w$. How much larger depends on the whole network, not on the presence of odd rings alone: one local exchange of bonds in a diamond cell of 250 sites creates odd rings but raises the gap only to 1.86 eV.

**Below the threshold.** The condition $|V_2|>2|V_1|$ is sufficient for a gap but not necessary. By (14), an interval around $V_1$ is also empty when $|V_2|<2|V_1|$, but it then divides the states differently. Take $V_1<0$. The lower roots and all levels $3V_1\pm V_2$ are below $V_1$, which makes $N$ levels; the other $3N$ are above. Half filling needs $2N$ levels, so the last electrons enter the upper group.

For $V_2<0$ the lowest levels of that group are the $N+n_-$ levels $-V_1+V_2$. If $n_-=0$, they complete the count of $2N$, and the next level is an upper root of (13). A gap of $\sqrt{4V_1^2+V_2^2+V_1V_2\gamma_{\min}}-(2|V_1|-|V_2|)$ remains, which is positive because $\gamma_{\min}>-4$. If $n_-\ge1$, level $2N+1$ has the same energy as level $2N$ and the gap is zero. For $V_2>0$ the lowest levels of the upper group number $N+n_+\ge N+1$, and the gap is zero in every finite closed network.

With $|V_2|=2.16$ eV and $V_1$ unchanged, the random network had a half-filling gap of 0.64 eV for negative $V_2$ and none for positive $V_2$. Diamond had none for either sign, and none at $V_2=2V_1$. The threshold $2|V_1|$ is thus the lowest one that serves all networks, though a particular network may keep its gap below it.

**Real fourfold materials.** The couplings used here are rough typical values for silicon, whose amorphous form is close to a fourfold network. Chalcogen atoms mostly have two bonds, so a chalcogenide glass as a whole is outside the theorem. A costly assumption is the neglect of the other couplings between the $s$ and $p$ orbitals of neighbouring atoms. With rough typical values for them, their operator norm in the diamond structure is 2.8 eV, about three times $w$. A perturbation can move each level by as much as its norm, so the theorem alone cannot guarantee a gap once they are included. In the diamond structure, sampled on a $4\times4\times4$ mesh of wave vectors, the gap was nevertheless 1.7 eV, against 1.8 eV without them. Its edges, however, moved up by 2.7 to 2.8 eV, to 0.08 and 1.79 eV. The similar widths are a result for one structure, not evidence that the neglected terms are small. Tilting one hybrid of a bond by 10° weakens $V_2$ by 0.05 eV; if every bond were weakened so much, the guaranteed gap would shrink by 0.1 eV. The thermal energy at 85 °C is 0.031 eV, far below the model gap. Broken bonds act differently: they can put separate levels into the gap, as in the random network of the first half. Whether they do depends on the network and on $|V_2|/|V_1|$. None of these numbers predicts the measured gap of amorphous silicon.

**What each derivation assumes.** As written, both use a partner for every orbital and the same $V_1$ on every site. The first derivation tolerates a small spread of the site couplings: if they differ from $V_1$ by at most $\delta$, the site term changes by an operator of norm at most $3\delta$, so the guaranteed half-width shrinks by at most $3\delta$. The two derivations also differ in other ways.

The first derivation uses two reflections and the triangle inequality. It holds for infinite networks and for unequal bonds, and it never asks for the eigenvectors. It also extends to networks in which every site has $z$ bonds. The site term is then $V_1(zP-1)=V_1(\tfrac z2-1)+\tfrac z2V_1R$, so the gap is centred at $(\tfrac z2-1)V_1$ and the condition becomes $|V_2|>\tfrac z2|V_1|$. Its limitation is that it gives a lower bound on the gap, without showing how far a given network exceeds it.

The second derivation needs bonds of equal magnitude, since otherwise the factor $\varepsilon^2-V_2^2$ in (10) would differ from bond to bond and the sum over a site would not reduce to $A$. Mixed signs alone only replace $A$ by a matrix whose entries carry those signs. As written it also needs a finite network, because it starts from eigenvectors and picks the site where $|u_i|$ is largest. In return it gives every level with its multiplicity, and it identifies the one number, $\gamma_{\min}$, through which the structure of a finite network sets the gap when $V_1V_2>0$. It also shows what happens below the threshold, where the inequality of the first half says nothing about half filling.

## Numbers as computed

```
V1 = -1.80 eV, V2 = -4.50 eV, bond length = 0.235 nm
ratio |V2|/|V1| = 2.500
half-width w = 0.900 eV, guaranteed gap 2w = 1.800 eV
2w in hartree = 0.06615
empty interval: -2.700 to -0.900 eV
largest error of level formula = 4.8e-14 eV
random: sites = 150, gamma_min = -3.4195
  levels below V1 = 300 of 600
  edges -2.7000, 0.5478 eV; gap = 3.2478 eV
diamond: sites = 128, gamma_min = -4.0000
  levels below V1 = 256 of 512
  edges -2.7000, -0.9000 eV; gap = 1.8000 eV
five-site: sites = 5, gamma_min = -1.0000
  levels below V1 = 10 of 20
  edges -2.7000, 3.2110 eV; gap = 5.9110 eV
below threshold, |V2| = 2.160 eV:
  random: half-filling gap = 0.6410 eV (V2<0), 0.0000 eV (V2>0)
  diamond: half-filling gap = 0.0000 eV (V2<0), 0.0000 eV (V2>0)
diamond gap at |V2| = 2|V1|: 0.0000 eV
bond lengths within 3 %: weakest |V2| = 4.2450 eV
  guaranteed gap = 1.2900 eV, found = 3.0255 eV
one broken bond: 2 levels in the gap, at -0.0603, 0.0492 eV
sp couplings: ss = -1.80, sp = 2.00, pp-sigma = 3.091, pp-pi = -0.90 eV
norm of neglected sp couplings = 2.779 eV, ratio to w = 3.09
diamond gap with all sp couplings (4x4x4 k mesh) = 1.714 eV
  edges 0.079, 1.793 eV
one hybrid tilted by 10 deg: V2 = -4.4516 eV, change = 0.0484 eV
kT at 358.15 K = 0.0309 eV, 2w/kT = 58.3
```
